# Core-level absorption edge of a finite metal from Slater determinants

## Definitions and conventions

The metal is an open chain of \(N\) sites with hopping \(-t\), band energy \(\varepsilon(k)=-2t\cos k\), and \(M=N/2\) electrons of each spin at zero temperature. The Fermi energy is \(\varepsilon_F=0\), at \(k_F=\pi/2\). Absorption moves a spin-up core electron to site 1 and at once creates a well \(-V\), with \(V>0\), on that site for both spins:

\[
H'=H-V\sum_\sigma c^\dagger_{1\sigma}c_{1\sigma}.
\]

The conduction electrons do not otherwise interact, and the core hole does not decay. The dipole matrix element is set to one and the bare core energy is dropped.

Initial orbitals \(\phi_k\) have energies \(\varepsilon_k\) and real end-site amplitudes \(a_k\). Final orbitals \(\psi'_m\) have energies \(\varepsilon'_m\) and amplitudes \(b_m\). Both sets are numbered upward from 1. \(|\Phi_M\rangle\) and \(|\Phi'_M\rangle\) are the corresponding one-spin ground states. With \(\omega\) measured from the lowest line, the golden rule gives

\[
A(\omega)=\sum_f|\langle f|c^\dagger_{1\uparrow}|i\rangle|^2\,\delta(\omega-E_f+E_{f,0}).
\]

The spins factorize, so the lowest line has weight

\[
W_0=W_+W_-,\quad W_+=|\langle\Phi'_{M+1}|c_1^\dagger|\Phi_M\rangle|^2,\quad W_-=|\langle\Phi'_M|\Phi_M\rangle|^2 .
\]

Let \(\delta\) be the phase shift at \(\varepsilon_F\) and \(g=\delta/\pi\). The results derived below are

\[
W_0\propto N^{-\beta},\quad \beta=(1-g)^2+g^2,\qquad A(\omega)\propto\omega^{-\alpha},\quad \alpha=1-\beta=2g-2g^2 .
\]

Here \(\alpha\) is the Mahan–Nozières–De Dominicis exponent for one orbital channel with two spins. The size exponent is \(1-\alpha\), because \(W_0\) is an integrated weight whereas \(A\) is a weight per energy. Both laws hold for large \(N\), and the second also needs \(\omega\) far above the level spacing and far below the bandwidth.

## Determinants and phase shift

The overlap of two Slater determinants is the determinant of their orbital overlaps. Hence \(W_-=|\det\langle\psi'_m|\phi_k\rangle|^2\) with \(m,k\le M\). For \(W_+\), the operator \(c_1^\dagger\) adds the orbital localized on site 1. The matrix gains the row \(m=M+1\) and the column \(\langle\psi'_m|1\rangle=b_m\).

For the phase shift, write \(\psi_n=\sin(kn+\delta)\). The equation at site 1 is \(-t\psi_2-V\psi_1=\varepsilon\psi_1\), while the free recursion gives \(\varepsilon\psi_1=-t\psi_2-t\psi_0\). Therefore \(V\psi_1=t\psi_0\), or \(V\sin(k+\delta)=t\sin\delta\). Expanding the sine,

\[
\tan\delta(k)=\frac{V\sin k}{t-V\cos k},\qquad 0<\delta<\pi .
\]

A two-argument arctangent selects this branch. At half filling \(\tan\delta=V/t\). The far end requires \(\psi_{N+1}=0\), so

\[
k'_j(N+1)+\delta(k'_j)=\pi j,
\]

and \(k_j=\pi j/(N+1)\) without the well. With \(v=d\varepsilon/dk=2t\) at \(k_F\), the level spacing there is \(\Delta=2\pi t/(N+1)\). The well lowers each nearby level by \(v\delta/(N+1)=g\Delta\).

## A product formula for every line

Taking \(H'-H=-V|1\rangle\langle1|\) between the two kinds of orbital gives \((\varepsilon'_m-\varepsilon_k)\langle\psi'_m|\phi_k\rangle=-Vb_ma_k\), hence

\[
\langle\psi'_m|\phi_k\rangle=\frac{Vb_ma_k}{\varepsilon_k-\varepsilon'_m}.
\]

This is a Cauchy matrix with scaled rows and columns. Let \(P,Q\) be the filled and empty initial levels, \(P',Q'\) the final ones, \(\Pi(X,Y)\) the product of all distances between levels of \(X\) and \(Y\), and \(D(X)\) the product of squared distances within \(X\). The Cauchy identity is

\[
\left|\det\frac1{x_k-y_m}\right|^2=\frac{D(x)D(y)}{\Pi(x,y)^2}.
\]

To see it, multiply the determinant by all \(x_k-y_m\). The result is a polynomial, antisymmetric in the \(x\) and in the \(y\), so both Vandermonde products divide it. For \(n\) nodes its degree is \(n^2-n\), which leaves a constant factor. Comparing residues at \(x_n=y_n\) reduces \(n\) to \(n-1\) and fixes the constant to \(\pm1\).

The extra column for an added electron is a node \(X\to\infty\), because \(X/(X-y_m)\to1\). Its factors in the squared determinant, including \(X^2\), scale as \(X^{2M-2(M+1)+2}=1\). With \(s=0\) or 1 added electrons, both cases therefore read

\[
W=V^{2M}\prod_{k\in P}a_k^2\prod_{m\in P'}b_m^2\;\frac{D(P)D(P')}{\Pi(P,P')^2}.
\]

The amplitudes follow from the energies. Since

\[
\frac{\det(E-H')}{\det(E-H)}=1+V\sum_k\frac{a_k^2}{E-\varepsilon_k},
\]

with one-particle matrices here, the residue at \(\varepsilon_k\) and the corresponding residue of the inverse ratio give

\[
Va_k^2=\frac{\prod_j|\varepsilon_k-\varepsilon'_j|}{\prod_{j\ne k}|\varepsilon_k-\varepsilon_j|},\qquad
Vb_m^2=\frac{\prod_j|\varepsilon'_m-\varepsilon_j|}{\prod_{j\ne m}|\varepsilon'_m-\varepsilon'_j|}.
\]

Multiplying over the filled levels,

\[
\prod_PVa_k^2=\frac{\Pi(P,P')\Pi(P,Q')}{D(P)\Pi(P,Q)},\quad
\prod_{P'}Vb_m^2=\frac{\Pi(P',P)\Pi(P',Q)}{D(P')\Pi(P',Q')}.
\]

These products use \(2M+s\) powers of \(V\), whereas \(W\) contains \(2M\). After cancellation,

\[
W=V^{-s}\,\frac{\Pi(P',Q)\,\Pi(P,Q')}{\Pi(P',Q')\,\Pi(P,Q)} .
\]

The formula holds for any set \(P'\), hence for excited lines too.

## Size exponent

First take \(s=0\). For \(j\le M<l\), put \(D=\varepsilon_l-\varepsilon_j\) and \(u_j=\varepsilon_j-\varepsilon'_j\). This pair contributes

\[
\frac{(D+u_j)(D-u_l)}{D(D+u_j-u_l)}=1-\frac{u_ju_l}{D(D+u_j-u_l)} .
\]

Near the Fermi level \(u=g\Delta\) and \(D=d\Delta\), so the factor is \(1-g^2/d^2\). There are \(d\) pairs at distance \(d\). Thus

\[
\ln W_-\simeq\sum_d d\ln(1-g^2/d^2)=-g^2\ln N+\text{const}.
\]

Far from \(\varepsilon_F\) the phase shift varies, but the sum over pairs behaves as \(-\iint g(\varepsilon)g(\varepsilon')/(\varepsilon-\varepsilon')^2\). Its logarithm comes from the point where both energies meet at \(\varepsilon_F\). For smooth \(g(\varepsilon)\), the variation changes the prefactor, not the leading exponent.

For \(s=1\), move \(x=\varepsilon'_{M+1}\) from \(Q'\) to \(P'\). The product formula gives

\[
\frac{W_+}{W_-}=\frac1V\,
\frac{\prod_{l>M}|x-\varepsilon_l|}{\prod_{n>M+1}|x-\varepsilon'_n|}\,
\frac{\prod_{m\le M}|x-\varepsilon'_m|}{\prod_{k\le M}|x-\varepsilon_k|}.
\]

The term \(l=M+1\) is \(g\Delta\). The other upper levels give \(\prod_d(d+g)/d\sim N^g\), and the lower ones give \(\prod_d d/(d-g)\sim N^g\). Since \(\Delta\propto1/N\), the ratio scales as \(N^{2g-1}\). Therefore \(W_+\propto N^{-g^2+2g-1}=N^{-(1-g)^2}\), and \(W_0=W_+W_-\) has exponent \(\beta\).

As \(V\to0\), \(g\to0\) and \(\beta\to1\): the line is one orbital's \(1/N\) share of site 1, and the edge is a step. As \(V\to\infty\) at half filling, \(g\to1/2\) and \(\alpha\to1/2\).

## Edge shape from the shake-up series

Near \(\varepsilon_F\), take equally spaced levels with operators \(f_j\) and a constant end-site amplitude \(a\). For one spin define

\[
b_q=q^{-1/2}\sum_jf_j^\dagger f_{j+q},\qquad q=1,2,\ldots
\]

With deep levels full and high levels empty, \([b_q,b_q^\dagger]=q^{-1}\sum_j(n_j-n_{j+q})=1\). Each \(b_q^\dagger\) raises the energy by \(q\Delta\). Both the boson states and the particle–hole states at energy \(n\Delta\) are counted by the partitions of \(n\), so these oscillators describe all excitations at fixed electron number.

Let \(F^\dagger=\sum_jf_j^\dagger\), so that \(c_1^\dagger=aF^\dagger\). The well becomes

\[
-Va^2F^\dagger F=-Va^2\Big[\hat N+\sum_q\sqrt q\,(b_q+b_q^\dagger)\Big].
\]

Completing the square in \(q\Delta b_q^\dagger b_q-Va^2\sqrt q(b_q+b_q^\dagger)\) gives \(b'_q=b_q-g/\sqrt q\) with \(g=Va^2/\Delta\). The \(\hat N\) term lowers every level by the same \(g\Delta\). For a strong lattice well the weak-well value of \(g\) is replaced by the true level displacement \(\delta/\pi\). This low-energy identification agrees with the size exponents just derived from the lattice, and the line ratios below test it further.

The initial state obeys \(b_q|\Phi_M\rangle=0\), so its \(b'_q\) eigenvalue is \(-g/\sqrt q\). Also \([b_q,F^\dagger]=F^\dagger/\sqrt q\), so \(F^\dagger|\Phi_M\rangle\) has eigenvalue \((1-g)/\sqrt q\). Both are coherent states. The quantum numbers of mode \(q\) are Poisson distributed with mean \(\gamma/q\), where \(\gamma=g^2\) or \((1-g)^2\). If \(z^n\) marks excitation energy \(n\Delta\), the weights relative to the lowest line are generated by

\[
\exp\Big(\gamma\sum_q z^q/q\Big)=(1-z)^{-\gamma}.
\]

Multiplying the two spins gives \((1-z)^{-\beta}\). The summed weight \(I_n\) at step \(n\), with \(I_0=W_0\), obeys

\[
\frac{I_n}{I_0}=\frac{\Gamma(n+\beta)}{\Gamma(\beta)n!},\qquad
n\left(1-\frac{I_n}{I_{n-1}}\right)=1-\beta=\alpha .
\]

The second relation follows from \(I_n/I_{n-1}=(n-1+\beta)/n\). For large \(n\), \(I_n/I_0\to n^{\beta-1}/\Gamma(\beta)\). Setting \(n=\omega/\Delta\) and dividing by \(\Delta\),

\[
A(\omega)\to C\omega^{-\alpha},\qquad C=\frac{W_0}{\Gamma(\beta)\Delta^\beta}.
\]

Since \(W_0\propto N^{-\beta}\), \(C\) tends to a constant.

## Edge position

For \(V<t\), where \(\delta(0)=0\), the edge energy gives another estimate of \(\beta\). Sum the lowest \(M+\nu\) final levels by the midpoint Euler–Maclaurin rule. The end corrections agree with those of the initial sum through order \(1/N\) and cancel. Using \(dj=(N+1+d\delta/dk)\,dk/\pi\), the upper limit \(k_*\) satisfies \(k_*-k_F\simeq\pi(\nu-g)/(N+1)\). Hence

\[
E'_{M+\nu}-E_M=\int_0^{k_F}\varepsilon\,\frac{d\delta}{dk}\frac{dk}\pi+\frac{v(N+1)}{2\pi}(k_*-k_F)^2 .
\]

Integrate the first term by parts. Its boundary part vanishes because \(\varepsilon(k_F)=0\) and \(\delta(0)=0\). The second term equals \(\Delta(\nu-g)^2/2\). Adding \(\nu=1\) and \(\nu=0\),

\[
E_{\rm edge}=-\frac2\pi\int_{-2t}^{0}\delta(\varepsilon)\,d\varepsilon+\frac{\beta\Delta}2+O(N^{-2}).
\]

The integral is Fumi's relaxation energy.

## Algorithm

```
for each even N:
  M = N/2
  (e, c)   = eigensystem of tridiagonal H
  (e', c') = eigensystem of H with -V on site 1
  R = transpose(c') * c[:, first M]
  S = R with extra column c'[site 1, :]
  W- = exp(2 log|det R[first M rows]|)
  W+ = exp(2 log|det S[first M+1 rows]|)
  for (B, F) in (S, M+1), (R, M):
    A = B[first F rows];  T = B * inverse(A)
    for n = 1..nmax, each partition of n:
      get particle set p and hole set h
      series[n] += det(T[p, h])^2
  I = W+ * W- * convolution of the two series
beta = -log(W0(N2)/W0(N1)) / log((N2+1)/(N1+1))
```

Each series starts with 1 at \(n=0\). Row replacement works because every row of \(B\) is a combination of rows of \(A\) with coefficients \(T\). Replacing rows \(h\) by rows \(p\) multiplies \(\det A\) by \(\det T[p,h]\), up to sign.

For a partition \(\lambda\) with conjugate \(\lambda^T\), use every \(i\) with \(\lambda_i\ge i\). Place a particle \(\lambda_i-i\) levels above the first empty level and a hole \(\lambda^T_i-i\) levels below the last filled one. These pairs are the diagonal hooks of the partition diagram. Their energies add to \(n\) steps, and each excitation occurs once.

**Cost.** Forming overlaps and factorizing dense matrices costs \(O(N^3)\) time and \(O(N^2)\) memory. In practice, solve only for the rows of \(T\) that are needed. The product formula costs \(O(N^2)\) per line after diagonalization. The number of partitions grows faster than any power of \(n\), which limits \(n_{\max}\).

**Stability.** Use log-determinants and sums of logarithms, since separate distance products can underflow or overflow. For the lowest lines, the product formula needs no difference between equally numbered levels except \(\varepsilon_{M+1}-\varepsilon'_{M+1}\simeq g\Delta\). Low excited lines add such differences only for their particles and holes, which lie near \(\varepsilon_F\), so the tiny shifts at the band edges do no harm.

The inverse is also safe here. The columns of \(S\) have a Gram matrix with eigenvalues \(1\pm1/\sqrt2\) and otherwise 1, because site 1 is half filled. At most one singular value of \(A\) exceeds 1, and it is at most 1.31. The smallest is therefore at least \(\sqrt{W_+}/1.31\). For \(W_+=0.0153\) at \(N=1600\), the condition number is below 14.

**Failure modes.** Changing the filling with \(N\) changes \(\delta\) and spoils the fit. Omitting the passive spin loses \(g^2\) from \(\beta\). For \(V>t\) a long chain has a bound state. The lowest edge still follows the same law, but final states with that level empty form a separate threshold that low-\(n\) partitions do not reach.

## Worked example and tests

Take \(t=3.5\) eV and \(V=3\) eV. Then \(\delta=\arctan(3/3.5)=0.7086\), \(g=0.2256\), and \(\beta=0.5998+0.0509\), or 0.6506 before rounding the terms. The predicted edge exponent is \(\alpha=0.3494\).

On six sites with three electrons per spin, diagonalization in the full Fock space gives \(W_+=0.354936\) and \(W_-=0.919800\), in agreement with the determinants. The total weight of the added spin is 0.5, the empty fraction of site 1.

From \(N=800\) to 1600, \(W_0\) falls from 0.016794 to 0.010714, so

\[
\beta_{\rm run}=\frac{\ln(0.016794/0.010714)}{\ln(1601/801)}=0.649 .
\]

The edge exponent from size scaling is thus 0.351. The first doubling, from 100 to 200 sites, gives \(\beta_{\rm run}=0.642\), and later doublings move steadily toward the prediction. By contrast, the squared end-site amplitude of the first empty final orbital has exponent 0.9996. Divided by a spacing that also scales as \(1/N\), it gives no singularity; the many-electron overlap supplies it.

The law was also tested away from the main case. At half filling with \(V=7\) eV, where a bound state exists, \(\beta\) is 0.541 against 0.544 predicted. At quarter filling with \(V=3\) eV it is 0.568 against 0.567.

The ratio \(I_1/I_0\) is 0.6460 at \(N=800\) and 0.6481 at 1600. The finite-size correction contains a \(\ln N/N\) term. Treating it as proportional to \(1/(N+1)\) over this one doubling removes most of it and gives

\[
\frac{1601(0.6481)-801(0.6460)}{800}=0.650,
\]

and hence \(\alpha=0.350\). At \(n=6\) the extrapolated ratio is 0.3776, against 0.3793 from the Gamma functions.

The edge at \(N=1600\) lies at \(-3.96283\) eV and the Fumi limit at \(-3.96730\) eV. Their difference, 0.00447 eV, divided by \(\Delta/2=0.00687\) eV gives \(\beta=0.651\).

At \(\omega=0.33\) eV the two largest chains give \(A=0.1727\) and \(0.1736\) eV\(^{-1}\), so the continuum has nearly converged. The pure power law gives 0.1857 eV\(^{-1}\), 7% above the larger-chain value. Replacing the Gamma functions by a power at \(n=24\) explains about 0.5%. The rest hardly changes between the two chains, so it is a correction due to finite \(\omega\). About three quarters of it comes from the slope of the phase shift, which the power law takes as constant but which decreases with energy through \(\varepsilon_F\); at half filling the level spacing and the initial end-site amplitude are both stationary there. Multiplying \(a_k^2\) by \(1+2\cos^2k\), with \(Va_k^2\) at \(k_F\) unchanged, keeps \(\delta(\varepsilon_F)\) but removes its slope, and the deficit falls from about 6% to 1.4%. That remainder still grows roughly in proportion to \(\omega\), so the local slope does not account for the whole correction. Size convergence does not by itself place \(\omega\) in the asymptotic region.

## Relation to the magnesium L edge

The filled depth of 7 eV is roughly that of Mg, and the chain stands for the s-like final channel of its L\(_{2,3}\) edge. The well is a chosen parameter, not a fit, so 0.35 is not a measured Mg exponent. A real metal breaks the one-channel assumption. Friedel's rule requires one screening electron, of which the s channel supplies \(2g=0.451\). Placing the rest in six p spin-orbitals gives a phase shift of 0.287 each and lowers \(\alpha\) to 0.299. If the s channel is instead the only one with a phase shift, absorption into a d-like final channel has \(\beta=1+2g^2\), hence \(\alpha=-0.102\): its edge is rounded, not peaked. Inserting the phase shift 1 eV above \(\varepsilon_F\) into the s-channel formula gives 0.327, which shows how sensitive the formula is but is not the slope of the spectrum at 1 eV. On the chain the spectrum falls faster than the edge power law, and its local exponent there is about 0.5.

Rough widths are 0.15 eV for phonons and 0.03 eV for lifetime, both full widths at half maximum. Convolving the ideal edge with a Gaussian and a Lorentzian changes its intensity at 0.1 eV by \(+3.5\%\) and \(-3.2\%\). The derivative of the Fermi function at 300 K gives \(+4.0\%\). At 1 eV each change is below 0.3%. These are estimates, not finite-temperature many-body spectra. At 300 K the level spacing equals \(k_BT=0.0259\) eV for 850 sites, so the discrete lines of longer chains are a zero-temperature device.

The spin-orbit partner, roughly 0.3 eV higher and given half the weight, raises the apparent exponent at 1 eV to 0.40 if both edges are pure power laws. The energy dependence of the phase shift steepens the chain's spectrum further. A fit to a film spectrum should therefore include both edges and the broadening, and should not assume that the edge power law still holds at 1 eV. Core-hole exchange and conduction-electron interactions remain outside these estimates. The numerical output lists the remaining sizes and line ratios.

## Calculated quantities

```
hopping t = 3.5 eV, well V = 3.0 eV, filled depth = 7.0 eV
phase shift = 0.7086 rad, g = 0.2256
(1-g)^2 = 0.5998, g^2 = 0.0509
predicted beta = 0.6506, alpha = 0.3494
6-site check, added spin: Fock 0.35493584, Slater 0.35493584
6-site check, other spin: Fock 0.91979996, Slater 0.91979996
6-site total weight of added spin = 0.500000
N=100: spacing 0.21773 eV, added 0.079315, other 0.805188, W0 0.063863
N=200: spacing 0.10941 eV, added 0.052796, other 0.777728, W0 0.041061
N=400: spacing 0.05484 eV, added 0.035006, other 0.751020, W0 0.026291
N=800: spacing 0.02745 eV, added 0.023160, other 0.725126, W0 0.016794
N=1600: spacing 0.01374 eV, added 0.015304, other 0.700069, W0 0.010714
running exponents 100->200: added 0.5914, other 0.0504, W0 0.6418
running exponents 200->400: added 0.5950, other 0.0506, W0 0.6456
running exponents 400->800: added 0.5970, other 0.0507, W0 0.6478
running exponents 800->1600: added 0.5982, other 0.0508, W0 0.6490
alpha from size scaling 800->1600 = 0.3510
single-orbital exponent 800->1600 = 0.9996
V=1.0 eV, filling 1/2: beta found 0.8380, predicted 0.8385
V=7.0 eV, filling 1/2: beta found 0.5411, predicted 0.5436
V=3.0 eV, filling 1/4: beta found 0.5678, predicted 0.5673
I_1/I_0: N=800 0.6460, N=1600 0.6481, limit 0.6502, formula 0.6506
I_2/I_0: N=800 0.5299, N=1600 0.5331, limit 0.5362, formula 0.5370
I_3/I_0: N=800 0.4655, N=1600 0.4695, limit 0.4734, formula 0.4744
I_6/I_0: N=800 0.3664, N=1600 0.3720, limit 0.3776, formula 0.3793
alpha from first line ratio (limit) = 0.3498
omega of step 24 at N=1600 = 0.3297 eV
A there: N=800 0.17274, N=1600 0.17361 1/eV
prefactor C: N=800 0.12590, N=1600 0.12604 eV^(-beta)
C*omega^(-alpha) there = 0.18573 1/eV
edge shift: N=1600 -3.962834 eV, Fumi limit -3.967303 eV
beta from edge position, N=1600 = 0.6508
p-channel phase shift from Friedel rest = 0.2874 rad
alpha with p-channel screening = 0.2992
alpha of a passive d-like channel = -0.1018
alpha with phase shift taken 1 eV above E_F = 0.3271
kT at 300 K = 0.02585 eV, kT/filled depth = 0.00369
chain length with spacing = kT: 850 sites
rough inputs: phonon FWHM 0.15 eV, lifetime FWHM 0.03 eV, spin-orbit 0.3 eV
broadened/sharp at 0.1 eV: phonon 1.0348, lifetime 0.9682, thermal 1.0399
broadened/sharp at 1.0 eV: phonon 1.0010, lifetime 0.9972, thermal 1.0005
apparent alpha at 1 eV with spin-orbit partner = 0.4035
```
